\section*{Dephasing Resistance of a Clean Chain in the D'Amato--Pastawski Model}

\section{The decision}

A transport calculation that adds dephasing by attaching a fictitious probe to every site has to fix two things: the probe strength $\eta$ and the number of sites $N$. The probes add resistance even to a perfect chain, and this part must be known before any resistance is attributed to disorder or to the band structure. It must also be extracted correctly, because the resistance $R(N)$ contains a contact term and edge corrections and is not strictly linear in $N$. The resistance per site is therefore a limit, $\rho=\lim_{N\to\infty}[R(N+1)-R(N)]$. For the clean chain $\rho$ has a closed form, and the rate at which the limit is reached tells how long the chain must be.

\section{Model and scattering matrix}

The chain has $H=-t\sum_n(|n\rangle\langle n+1|+\mathrm{h.c.})$, and lengths are counted in sites. Electrons are non-interacting, the temperature is zero, the bias is infinitesimal, one spin direction is counted, and the Fermi energy lies in the band, $|E|<2t$. Sites $1,\dots,N$ form the sample. Ideal leads $L$ and $R$, made of the same chain, join sites $1$ and $N$.

A plane wave $\lambda_0^{\,j}$ with $\lambda_0=e^{ik_0}$ solves $E\psi_j+t(\psi_{j+1}+\psi_{j-1})=0$ if $E=-t(\lambda_0+\lambda_0^{-1})=-2t\cos k_0$. For $0<k_0<\pi$ it moves towards larger $j$, and $v=dE/dk_0=2t\sin k_0=\sqrt{4t^2-E^2}$ is $\hbar$ times its velocity. Number the lead sites $j=1,2,\dots$ outwards, with $j=0$ the sample site it touches, and write the wave with incoming and outgoing flux amplitudes $a$ and $b$:
\begin{equation}
\psi_j=\frac{a\lambda_0^{-j}+b\lambda_0^{\,j}}{\sqrt v},\qquad j\ge0 .
\end{equation}
The form holds at $j=0$ because the equation on site $j=1$ is the ordinary chain equation. The lead enters the sample equation through $t\psi_1$. Eliminating $b=\sqrt v\,\psi_0-a$ and using $t(\lambda_0-\lambda_0^{-1})=iv$,
\begin{equation}
t\psi_1=t\lambda_0\psi_0-\frac{a\,t(\lambda_0-\lambda_0^{-1})}{\sqrt v}=t\lambda_0\psi_0-i\sqrt v\,a .
\end{equation}
The first term is a self-energy $\Sigma=-t\lambda_0$ with width $\Gamma=-2\,\mathrm{Im}\,\Sigma=v$, and the second is a source.

A probe is a side chain attached to one site, with hopping $\eta$ and its band centred on $E$. Then $\lambda_0\to i$, $t\to\eta$ in the formulas above, so $\Sigma=-i\eta$ and $\Gamma=2\eta$. The transmissions at energy $E$ depend on the probe only through this value. Reading $\eta$ as a decay rate needs more: the self-energy must stay close to $-i\eta$ over an energy range much wider than $\eta$. A side chain with hopping $\eta$, whose band is only $4\eta$ wide, does not provide this. A chain with hopping $t_p\gg\eta$, joined to the site by a bond $w$ with $w^2/t_p=\eta$, does, and it has the same $\Sigma$ at $E$. With such a probe an amplitude on an isolated site decays in time $s$ as $e^{-\eta s/\hbar}$, its probability as $e^{-s/\tau_\varphi}$ with $\tau_\varphi=\hbar/2\eta$.

With all $N+2$ terminals $\alpha$ eliminated, the sample equation reads $G^{-1}\psi=i\sum_\beta\sqrt{\Gamma_\beta}\,a_\beta|\beta\rangle$, where $|\beta\rangle$ is the site that terminal $\beta$ touches and
\begin{equation}
G=\bigl(E+i\eta-H+t\lambda_0|1\rangle\langle1|+t\lambda_0|N\rangle\langle N|\bigr)^{-1}.
\end{equation}
Inserting $\psi$ into $b_\alpha=\sqrt{\Gamma_\alpha}\,\psi_\alpha-a_\alpha$ gives the Fisher--Lee relation
\begin{equation}
S_{\alpha\beta}=-\delta_{\alpha\beta}+i\tau_{\alpha\beta},\qquad \tau_{\alpha\beta}=\sqrt{\Gamma_\alpha\Gamma_\beta}\,G_{\alpha\beta},
\end{equation}
and $T_{\alpha\beta}=\Gamma_\alpha\Gamma_\beta|G_{\alpha\beta}|^2$ for $\alpha\ne\beta$. The matrix $G^{-1}$ is symmetric, so $T_{\alpha\beta}=T_{\beta\alpha}$. Its anti-Hermitian part is $G^{-1}-(G^{-1})^\dagger=i\Gamma$ with $\Gamma=\sum_\alpha\Gamma_\alpha|\alpha\rangle\langle\alpha|$. Multiplying by $G^\dagger$ on the left and $G$ on the right gives $G^\dagger-G=iG^\dagger\Gamma G$, that is $\tau^\dagger-\tau=i\tau^\dagger\tau$, and then $S^\dagger S=1+i(\tau^\dagger-\tau)+\tau^\dagger\tau=1$.

Each terminal injects a current $e/h$ per unit energy up to its chemical potential $\mu_\alpha$ and receives $(e/h)\sum_\beta|S_{\alpha\beta}|^2\mu_\beta$. Unitarity, $\sum_\beta|S_{\alpha\beta}|^2=1$, turns the net current into the sample into
\begin{equation}
I_\alpha=\frac eh\sum_{\beta\neq\alpha}T_{\alpha\beta}(\mu_\alpha-\mu_\beta).
\label{cur}
\end{equation}
The D'Amato--Pastawski condition is $I_n=0$ for every probe: what a probe absorbs it returns, without phase memory. Potentials are measured in units of the bias, $\mu_L=1$, $\mu_R=0$. The current arriving in $R$ defines $T_{\rm eff}=T_{RL}+\sum_nT_{Rn}\mu_n$, and $R=1/T_{\rm eff}$ in units of $h/e^2$. Without probes $R(0)=1$, the contact resistance.

\section{One site and two sites by hand}

For $N=1$ both leads touch the same site, and
\begin{equation}
G^{-1}=E+2t\lambda_0+i\eta=-2t\cos k_0+2t\cos k_0+2it\sin k_0+i\eta=i(v+\eta).
\end{equation}
Hence $T_{RL}=v^2/(v+\eta)^2$ and $T_{1L}=T_{1R}=2\eta v/(v+\eta)^2$. The condition $T_{1L}(\mu_1-1)+T_{1R}\mu_1=0$ gives $\mu_1=\tfrac12$, and
\begin{equation}
T_{\rm eff}=\frac{v^2+\eta v}{(v+\eta)^2}=\frac{v}{v+\eta},\qquad R(1)=1+\frac{\eta}{v}.
\label{one}
\end{equation}
The missing transmission $\eta/(v+\eta)$ has two parts. The coherent reflection is $|S_{LL}|^2=|-1+v/(v+\eta)|^2=\eta^2/(v+\eta)^2$, of second order in $\eta/v$. The other part, $\eta v/(v+\eta)^2$, is the half of the absorbed flux that the probe sends back to $L$, and it is of first order. For $t=1$ eV, $E=0.5$ eV, $\eta=0.1$ eV the two parts are $0.0024$ and $0.0467$. At weak coupling the resistance of this model comes from the loss of direction on re-emission.

For $N=2$ take $E=0$ and $\eta=t=1$, so that $\lambda_0=i$ and every $\Gamma$ equals $2$. The diagonal of $G^{-1}$ is $i\eta+t\lambda_0=2i$, and the off-diagonal element is $+t=1$ because $G^{-1}$ contains $-H$:
\begin{equation}
G^{-1}=\begin{pmatrix}2i&1\\1&2i\end{pmatrix},\qquad G=-\frac15\begin{pmatrix}2i&-1\\-1&2i\end{pmatrix},
\end{equation}
the determinant being $(2i)^2-1=-5$. Terminals on the same site have $T=4\cdot\frac4{25}$, and terminals on different sites have $T=4\cdot\frac1{25}$:
\begin{equation}
T_{1L}=T_{2R}=\tfrac{16}{25},\qquad T_{1R}=T_{2L}=T_{12}=T_{RL}=\tfrac4{25}.
\end{equation}
The two zero-current conditions, multiplied by $25/4$, are
\begin{align}
4(\mu_1-1)+\mu_1+(\mu_1-\mu_2)&=0 &&\Rightarrow\quad 6\mu_1-\mu_2=4,\\
(\mu_2-1)+4\mu_2+(\mu_2-\mu_1)&=0 &&\Rightarrow\quad -\mu_1+6\mu_2=1 .
\end{align}
Six times the first plus the second gives $35\mu_1=25$, so $\mu_1=\frac57$ and $\mu_2=6\mu_1-4=\frac27$. Then
\begin{equation}
T_{\rm eff}=\frac4{25}+\frac4{25}\cdot\frac57+\frac{16}{25}\cdot\frac27=\frac{28+20+32}{175}=\frac{16}{35},
\end{equation}
and $R(2)=35/16=2.1875$. With $R(0)=1$ and $R(1)=1.5$ from \eqref{one}, the first site adds $0.5$ and the second $0.6875$. The increments differ, so a limit is needed.

\section{The general algorithm}

Collecting the terms in $\mu_n$ of $I_n=0$ gives
\begin{equation}
W\mu=T_L,\qquad W_{nn}=T_{nL}+T_{nR}+\sum_{m\ne n}T_{nm},\qquad W_{nm}=-T_{nm},
\end{equation}
where $T_L$ and $T_R$ are the vectors with entries $T_{nL}$ and $T_{nR}$, and
\begin{equation}
T_{\rm eff}=T_{RL}+T_R^{\mathsf T}W^{-1}T_L .
\end{equation}
The steps are: build and invert $G^{-1}$; square its elements into transmissions; assemble $W$, with the diagonal as a sum of non-negative terms; solve for $\mu$; form $T_{\rm eff}$; repeat for $N+1$ and subtract the resistances. The dense inversion and the solve each cost $O(N^3)$.

The system is solvable. For a real vector $u$, the symmetry of $T_{nm}$ gives
\begin{equation}
u^{\mathsf T}Wu=\sum_n(T_{nL}+T_{nR})u_n^2+\tfrac12\sum_{n\ne m}T_{nm}(u_n-u_m)^2 .
\end{equation}
All $T_{nL}$ are positive. Eliminating the sites to the right of $n-1$ gives $G_{n1}=-t\,g_nG_{n-1,1}$ with $g_n=1/(d_n-t^2g_{n+1})$, where $d_n$ is the diagonal of $G^{-1}$ and $g_{N+1}=0$. Since $\mathrm{Im}\,d_n>0$, each $g_n$ has $\mathrm{Im}\,g_n<0$ and is finite and non-zero, and so is $G_{11}=g_1$. The mirror argument covers $T_{nR}$, and $W$ is positive definite. Row $n$ states that $\mu_n$ is a weighted mean of $1$, $0$ and the other $\mu_m$ with positive weights. The largest $\mu_n$ obeys $\mu_{\max}(T_{nL}+T_{nR})\le T_{nL}$, so it is below $1$, and the smallest is above $0$ in the same way. In a clean chain the mirror $n\to N+1-n$ combined with $\mu\to1-\mu$ maps the problem to itself, so $\mu_n+\mu_{N+1-n}=1$.

Writing $W=D-T$ with $D$ diagonal, $W^{-1}=\sum_{p\ge0}(D^{-1}T)^pD^{-1}$, which converges because the row sums of $D^{-1}T$ are below one. Term $p$ describes an electron that visits $p+1$ probes in succession, where an immediate return to the same probe is not counted as a new visit. It leaves probe $n$ for terminal $\beta$ with probability $T_{n\beta}/D_n$.

An independent control is the bond current. The Schr\"odinger equation gives $\hbar\,d|\psi_n|^2/ds=-2t\,\mathrm{Im}\,\psi_n^*\psi_{n+1}-2t\,\mathrm{Im}\,\psi_n^*\psi_{n-1}$ along the chain, so $2t\,\mathrm{Im}\,\psi_n^*\psi_{n+1}$ flows from $n$ to $n+1$. Summing the waves $\psi=iG\sqrt{\Gamma_\beta}|\beta\rangle$ with weights $\mu_\beta$ gives
\begin{equation}
J_n=2t\,\mathrm{Im}\sum_\beta\mu_\beta\Gamma_\beta\,G_{n+1,\beta}G_{n\beta}^*,
\end{equation}
which must equal $T_{\rm eff}$ on every bond. The numerical check asserts this, together with unitarity, the series and the bounds on $\mu$, for a clean and a disordered chain.

\subsection*{Four sites}

Take round model parameters $t=1$ eV, $E=0.5$ eV, $\eta=0.1$ eV, so that $k_0=1.823477$, $v=1.936492$ eV and $\tau_\varphi=3.29$ fs. For $N=4$, $T_L=(0.097327,\,0.087408,\,0.082413,\,0.068470)$ and $T_R$ is its reverse. The probe transmissions are $T_{12}=T_{34}=0.009027$, $T_{13}=T_{24}=0.008512$, $T_{14}=0.007072$, $T_{23}=0.010245$. The first diagonal element is
\begin{equation}
W_{11}=0.097327+0.068470+0.009027+0.008512+0.007072=0.19041 .
\end{equation}
The solution is $\mu=(0.573096,\,0.512197,\,0.487803,\,0.426904)$, and
\begin{equation}
T_R^{\mathsf T}\mu=0.039240+0.042212+0.042638+0.041549=0.165639 .
\end{equation}
With $T_{RL}=0.662954$ this gives $T_{\rm eff}=0.82859$ and $R=1.20687$. The potential falls in uneven steps, $0.0609$, $0.0244$, $0.0609$, so in a chain this short a local slope of $\mu$ does not measure $\rho$.

\section{The bulk resistance per site}

Far from both ends every site has the same equation, $(E+i\eta)G_{n0}+t(G_{n+1,0}+G_{n-1,0})=\delta_{n0}$. Try $G_{n0}=g\lambda^{|n|}$ with $|\lambda|<1$. For $n\neq0$ this requires $E+i\eta=-t(\lambda+\lambda^{-1})$. For $n=0$ it requires $g(E+i\eta+2t\lambda)=gt(\lambda-\lambda^{-1})=1$. With $\lambda=e^{i\kappa}$, $\kappa=k+iq$, $q>0$, one has $g=1/(2it\sin\kappa)$, and $\cos\kappa=\cos k\cosh q-i\sin k\sinh q$ splits the dispersion into
\begin{equation}
E=-2t\cos k\cosh q,\qquad \eta=2t\sin k\sinh q .
\label{disp}
\end{equation}
Probes a distance $d$ apart are linked by
\begin{equation}
T_d=4\eta^2|g|^2x^d=\frac{\eta^2x^d}{t^2|\sin\kappa|^2},\qquad x=|\lambda|^2=e^{-2q},
\end{equation}
and $\sin\kappa=\sin k\cosh q+i\cos k\sinh q$ gives $|\sin\kappa|^2=\sin^2k\,(1+\sinh^2q)+\cos^2k\sinh^2q=\sin^2k+\sinh^2q$.

The bulk condition is $\sum_mx^{|n-m|}(\mu_n-\mu_m)=0$, or, summing the geometric series, $\frac{1+x}{1-x}\mu_n=\sum_mx^{|n-m|}\mu_m$. Apply the operator $(\mathcal Lf)_n=(1+x^2)f_n-x(f_{n+1}+f_{n-1})$. On the kernel at distance $d\ge1$ it gives $(1+x^2)x^d-x^{d+2}-x^d=0$, and at $d=0$ it gives $1+x^2-2x^2=1-x^2$. Therefore $\frac{1+x}{1-x}\mathcal L\mu=(1-x^2)\mu$, that is $\mathcal L\mu=(1-x)^2\mu$. Since $1+x^2-(1-x)^2=2x$, this is $\mu_{n+1}+\mu_{n-1}=2\mu_n$. Any bulk solution for which the sums converge is linear, $\mu_n=\mu_0-bn$, and a linear profile is a solution because the terms $m=n\pm d$ cancel.

To find the current, cut the chain at a bond and add \eqref{cur} over all terminals on the left. The probes contribute zero and the sum is $I_L$. Pairs of terminals both on the left cancel by $T_{\alpha\beta}=T_{\beta\alpha}$, which leaves
\begin{equation}
T_{\rm eff}=\sum_{\alpha\,\rm left}\ \sum_{\beta\,\rm right}T_{\alpha\beta}(\mu_\alpha-\mu_\beta).
\end{equation}
In the bulk, $d$ pairs at distance $d$ straddle the cut, each with potential difference $bd$, so $T_{\rm eff}=b\sum_{d\ge1}d^2T_d$. The resistance per site is the drop per site over the current, $\rho=b/T_{\rm eff}$:
\begin{equation}
\frac1\rho=\sum_{d\ge1}d^2T_d .
\end{equation}
Applying $x\,d/dx$ to $\sum x^d=x/(1-x)$ gives $x/(1-x)^2$, and applying it again gives $x(1+x)/(1-x)^3$. With $1-x=2e^{-q}\sinh q$ and $1+x=2e^{-q}\cosh q$ this equals $2e^{-3q}\cosh q/(8e^{-3q}\sinh^3q)=\cosh q/(4\sinh^3q)$. Using $\eta^2/t^2=4\sin^2k\sinh^2q$,
\begin{equation}
\frac1\rho=\frac{4\sin^2k\sinh^2q}{\sin^2k+\sinh^2q}\,\frac{\cosh q}{4\sinh^3q},
\qquad
\rho=\tanh q\left(1+\frac{\sinh^2q}{\sin^2k}\right).
\label{rho}
\end{equation}
On twelve pairs $(E,\eta)$ the numerical increment $R(N+1)-R(N)$ of long chains agrees with \eqref{rho} to $2.3\times10^{-12}$ relative to $\rho$ at worst.

\subsection*{Limits}

At $E=0$, \eqref{disp} gives $k=\pi/2$ and $\sinh q=\eta/2t$, so $\rho=\sinh q\cosh q=(\eta/2t)\sqrt{1+\eta^2/4t^2}$. For $\eta=t$ this is $0.5590$, between the hand increments $0.5$ and $0.6875$.

For weak coupling compare with $\eta/v=\sin k\sinh q/\sin k_0$. From $\cos k_0=\cos k\cosh q$ follows $\sin^2k_0=1-(1-\sin^2k)\cosh^2q=\sin^2k\cosh^2q-\sinh^2q$, and so
\begin{equation}
\frac{\rho}{\eta/v}=\sqrt{1-\frac{\tanh^2q}{\sin^2k}}\left(1+\frac{\sinh^2q}{\sin^2k}\right)\approx1+\frac{q^2}{2\sin^2k_0}\approx1+\frac{2\eta^2t^2}{v^4},
\end{equation}
where $q\approx\eta/v$ and $\sin k_0=v/2t$ were used. The expansion needs $q\ll\sin k_0$, that is $\eta\ll v^2/2t$, which fails near the band edges for any fixed $\eta$; equation \eqref{rho} does not rely on it. At $E=0.5$ eV, $\eta=0.02$ eV the correction is $2\times0.02^2/3.75^2=5.7\times10^{-5}$, and the numerical ratio is $1.000057$. To leading order the single-site resistances \eqref{one} add in series, and $\rho=1/2L_\varphi$ with $L_\varphi=v\tau_\varphi/\hbar=v/2\eta$: absorption occurs once per $L_\varphi$, and half of the events reverse the direction.

For $\eta\gg t$, $q$ is large, $\cos k=-E/(2t\cosh q)\to0$, $\sinh q\to\eta/2t$ and $\rho\to\eta^2/4t^2$. Then $x\ll1$, the term $d=1$ dominates with $T_1\to4t^2/\eta^2$, and transport is hopping between neighbouring probes. At $\eta=20$ eV the numerical increment is $1.0062$ times $\eta^2/4t^2$.

\section{Edges and the length required}

At the left end of a long dephased region, site $1$ sees the lead, $-t\lambda_0$, and the dephased half-chain, whose self-energy is $-t\lambda$ by the same elimination. Then $G_{11}^{-1}=E+i\eta+t\lambda_0+t\lambda=t(\lambda_0-\lambda^{-1})$, and with $iv=t(\lambda_0-\lambda_0^{-1})$,
\begin{equation}
S_{LL}=-1+\frac{\lambda_0-\lambda_0^{-1}}{\lambda_0-\lambda^{-1}}=\frac{\lambda^{-1}-\lambda_0^{-1}}{\lambda_0-\lambda^{-1}},\qquad |r|\equiv|S_{LL}|=\frac{|\lambda-\lambda_0|}{|1-\lambda\lambda_0|},
\end{equation}
after multiplying numerator and denominator by $\lambda\lambda_0$ and using $|\lambda_0|=1$. At weak coupling $|\lambda-\lambda_0|\approx q$ and $|1-\lambda_0^2|=2\sin k_0$, so $|r|\approx\eta t/v^2$. The coherent reflection stays of second order however long the chain is, while the added resistance grows as $N\eta/v$.

Inside, $G_{nm}=g(\lambda^{|n-m|}+r'\lambda^{n+m})$. The lead replaces $t\psi_0$ by $t\lambda_0\psi_1$, so $1+r'=\lambda_0(\lambda^{-1}+r'\lambda)$ and $r'=(\lambda_0-\lambda)/[\lambda(1-\lambda\lambda_0)]$. In $|G_{nm}|^2$ the new terms are $|r'|^2x^{n+m}$ and a cross term of size $2|r'|x^{\max(n,m)}$ whose phase advances as $2k\min(n,m)$. The lead coupling $T_{nL}$ also falls as $x^n$. The probe equations thus approach their bulk form as $x^n$, each edge adds a constant to $R$, and the two edges feel each other through terms of order $x^N$:
\begin{equation}
R(N)=1+\rho N+\delta+\epsilon(N),\qquad |\epsilon(N)|\lesssim C\,N^px^N .
\end{equation}
Here $C$ does not depend on $N$. The sign of $\epsilon(N)$ can change with $N$, because the phase of the cross term does; at $E=0$, $\eta=t$ it alternates. This argument indicates the exponential and leaves the power $p$ open. A 40-digit run at $E=0$, $\eta=t$ finds the largest increment error $1.93\times10^{-8}$ for $N=20$--$22$ and $1.37\times10^{-20}$ for $N=50$--$52$, a decay rate $0.9324$ per site against $2q=0.9624$; the check asserts agreement of the two rates within ten per cent. The shortfall $0.0300$ is close to $\ln(50/20)/30=0.0305$, which suggests $p=1$ as a conjecture. The uneven steps of the four-site potentials come from interference in the lead couplings: at site $n$ the wave injected by one lead meets its own reflection from the far edge. If $T_{nL}$ is replaced by the smooth form $(2\eta/v)x^{n-1/2}$ and $T_{nR}$ by its mirror image, the steps become nearly even, $0.0436$, $0.0424$, $0.0436$. The practical rule is that $2qN\gg1$ makes the edge terms in the increment exponentially small. This is sufficient and not always necessary, because the prefactor of $\epsilon$ also matters: in the weak-coupling example below $|R-1-\rho N|$ stays under $6\times10^{-4}$ for all $N\le120$, including $2qN\approx1$. The increment is less forgiving: for $N$ between $10$ and $20$ it still misses $\rho$ by up to $1.4\%$. The mid-chain slope sits at distance $N/2$ from the edges and needs twice the length for the same exponential factor.

The conditioning of $W$ follows from a long-wave estimate. On $u_n=\cos\theta n$ the bulk operator gives $\sum_{d\ge1}2T_d(1-\cos\theta d)\approx\theta^2/\rho$. The linear profile has slope $\rho/R$, so it extrapolates from $1$ to $0$ over $R/\rho$ sites. Taking this as the box length, $\theta=\pi\rho/R$ and $\lambda_{\min}\approx\pi^2\rho/R^2$, an estimate for long chains, which falls as $N^{-2}$ once $\rho N\gg1$.

\section{The long chain}

For $t=1$ eV, $E=0.5$ eV, $\eta=0.1$ eV, \eqref{disp} gives $k=1.823133$, $q=0.051612$ and $x=0.901924$. Then
\begin{equation}
\rho=0.051567\times(1+0.002843)=0.05171\ h/e^2\ \text{per site},
\end{equation}
which is $0.14\%$ above $\eta/v=0.051640$. The lengths are $L_\varphi=9.68$ and $1/2q=9.69$ sites, and $|r|^2=7.10\times10^{-4}$ against the estimate $(0.1/3.75)^2=7.11\times10^{-4}$.
\begin{center}
\begin{tabular}{rccc}
$N$ & $T_{RL}$ & $R$ & $R-1-\rho N$\\
10 & $3.57\times10^{-1}$ & 1.517395 & $2.64\times10^{-4}$\\
20 & $1.27\times10^{-1}$ & 2.034218 & $-0.44\times10^{-4}$\\
50 & $5.74\times10^{-3}$ & 3.585869 & $2.13\times10^{-4}$\\
100 & $3.29\times10^{-5}$ & 6.171494 & $1.81\times10^{-4}$\\
400 & $1.17\times10^{-18}$ & 21.685433 & $1.81\times10^{-4}$
\end{tabular}
\end{center}
The increment $R(401)-R(400)$ and the mid-chain slope over current both give $0.05171313$, as does \eqref{rho}. For a spin-degenerate chain the two spins conduct in parallel: the contact resistance is $h/2e^2=12906\ \Omega$, and each site adds $0.051713\times12906\ \Omega=667\ \Omega$.

The remainder changes sign at small $N$ and settles at $\delta=1.81\times10^{-4}$. This offset is a numerical result: $\delta/(\eta/t)^2$ is $0.0181$ at $\eta=0.1$ eV and $0.0179$ at $0.05$ eV, consistent with a quadratic law, and the check asserts the bound $|\delta|<(\eta/t)^2$ at these two points. At this weak coupling $(R-1)/N$ is already good at $N=10$, where $0.051740$ exceeds $\rho$ by $0.05\%$. The ratio $R/N$, which keeps the contact term, is $21.685/400=0.05421$, still $4.8\%$ above $\rho$. The coherent transmission alone, which is what remains if the probes absorb without returning current, falls in a long chain by the factor $0.901924=x$ per site and gives no resistance linear in $N$. At $N=400$, $\lambda_{\min}=1.080\times10^{-3}$, the estimate $1.085\times10^{-3}$ is $0.5\%$ higher, and the condition number is $192$.

\section{Where the result stops}

Equation \eqref{rho} uses translation invariance for both $T_d$ and the linear profile. With disorder or unequal $\eta_n$ the algorithm stands and the closed form does not. All transmissions were taken at one energy, which is the zero-temperature linear-response case; at finite temperature or bias one must decide whether the probe current vanishes at each energy or after integration over energy, and the second choice couples energies. Outside the band the leads carry no current and $R(N)$ is not defined. Finally, a single-channel probe on one site couples to $|\psi_n|^2$ with no reference to direction, so it relaxes momentum together with phase. The resistance $\eta/v$ is a property of this coupling, and the model does not describe a dephasing process that leaves the direction of motion unchanged.

\section*{Calculated quantities}
\begin{verbatim}
t = 1.0 eV, E = 0.5 eV, eta = 0.1 eV; R in h/e^2 (one spin)
k0 = 1.823477 rad/site, v = Gamma_lead = 1.936492 eV
N=4 T_nL: 0.097327 0.087408 0.082413 0.068470
N=4 T_nR: 0.068470 0.082413 0.087408 0.097327
N=4 W row 1: 0.190407 -0.009027 -0.008512 -0.007072
N=4 W row 2: -0.009027 0.197606 -0.010245 -0.008512
N=4 W row 3: -0.008512 -0.010245 0.197606 -0.009027
N=4 W row 4: -0.007072 -0.008512 -0.009027 0.190407
N=4 mu_n (units of bias): 0.573096 0.512197 0.487803 0.426904
N=4 T_RL = 0.662954, T_R.mu = 0.165639
N=4 Teff = 0.828592, R = 1.206866 h/e^2
k = 1.823133 rad/site, q = 0.051612 /site, x = 0.901924
tanh q = 0.051567, sinh^2 q/sin^2 k = 0.002843
tau_phi = 3.2911 fs
L_phi = v/(2 eta) = 9.6825 sites, 1/(2q) = 9.6876 sites
rho formula = 0.05171313 h/e^2 per site, eta/v = 0.05163978 h/e^2 per site
N=1 coherent reflection = 0.002411, half absorbed = 0.046693
N=1: T_RL = 9.042e-01, R = 1.051640, R-1-rho*N = -7.335e-05 h/e^2
N=10: T_RL = 3.566e-01, R = 1.517395, R-1-rho*N = 2.636e-04 h/e^2
N=20: T_RL = 1.271e-01, R = 2.034218, R-1-rho*N = -4.443e-05 h/e^2
N=50: T_RL = 5.743e-03, R = 3.585869, R-1-rho*N = 2.125e-04 h/e^2
N=100: T_RL = 3.293e-05, R = 6.171494, R-1-rho*N = 1.814e-04 h/e^2
N=200: T_RL = 1.083e-09, R = 11.342807, R-1-rho*N = 1.810e-04 h/e^2
N=400: T_RL = 1.171e-18, R = 21.685433, R-1-rho*N = 1.810e-04 h/e^2
R(401)-R(400) = 0.05171313 h/e^2
mid-chain slope/current N=400 = 0.05171313 h/e^2 per site
N=400 mu_1 = 0.976330, mu_N = 0.023670 (units of bias)
delta/(eta/t)^2 = 0.01810 (eta=0.1 eV), 0.01786 (eta=0.05 eV)
edge reflection |r|^2 = 7.100e-04
T_RL(201)/T_RL(200) = 0.901924
N=400 lambda_min(W) = 1.0798e-03, estimate = 1.0853e-03, condition = 192.1
h/e^2 = 25812.81 ohm; two spins: contact = 12906.40 ohm, rho = 667.43 ohm per site
grid of 12 (E, eta): worst relative deviation of increment = 2.3e-12
E=0.5 eV: increment/(eta/v) = 1.000057 at eta=0.02 eV
E=0.5 eV: increment/(eta^2/4t^2) = 1.006223 at eta=20 eV
E=0, eta=1 eV: R(1) = 1.500000, R(2) = 2.187500, rho = 0.559017 h/e^2
E=0, eta=1 eV: increment error 1.932e-08 (N=20-22), 1.374e-20 (N=50-52) h/e^2
E=0, eta=1 eV: measured rate = 0.9324 /site, 2q = 0.9624 /site
\end{verbatim}
